\section*{Oatley's series rule for two short tubes in free molecular flow}

\section*{The system}

A round tube of diameter $D=2R$ and length $L$ joins a dilute gas to a vacuum. The flow is free molecular: molecules meet the wall but not one another. The wall is inert and diffuse, so each molecule that strikes it leaves from the same place with a cosine distribution of directions and no memory of its arrival. The gas feeds the entrance uniformly over its area, also with a cosine distribution. The transmission probability $W$ is the chance that an entering molecule finally leaves through the far end.

In parts (a) to (e) lengths are measured in units of $R$, and $l=L/R$. A tube with $L/D=1$ then has $l=2$. Part (f) uses laboratory units.

\section*{(a) The transport equation}

\textbf{Question.} Find the probability $F(z)$ that an entering molecule reaches the cross-section at depth $z$ without touching the wall. Deduce the probability $e(z)$ that a molecule leaving the wall flies directly out of an end at distance $z$, and the density $K(z)$ for a flight from wall to wall over axial distance $z$. Write an equation that determines $W$.

\textbf{Answer.} Two equal coaxial discs of radius 1, a distance $z$ apart, are parallel sections of a sphere of radius $\rho=\sqrt{1+z^2/4}$. Each cuts off an outer cap of height $h=\rho-z/2$ and area $2\pi\rho h$.

A chord of length $d$ inside the sphere makes the same angle $\theta$ with the normal at both ends, and $d=2\rho\cos\theta$. For cosine emission, the probability per unit receiving area is therefore
\begin{equation}
\frac{\cos\theta\cos\theta}{\pi d^2}=\frac{1}{4\pi\rho^2},
\end{equation}
the same everywhere on the sphere. If each unit area emits $\Gamma$ molecules per unit time, the flow from cap to cap is
\begin{equation}
\Gamma\,(2\pi\rho h)\,\frac{2\pi\rho h}{4\pi\rho^2}=\pi\Gamma h^2 .
\end{equation}
A straight line from one cap to the other crosses both discs, and a line through both discs meets both caps when extended. Cosine emission at equal $\Gamma$ fills these lines with equal intensity, so the flow from disc to disc is also $\pi\Gamma h^2$. The tube is convex, so its wall does not block these lines. Division by the entering flow $\pi\Gamma$ gives
\begin{equation}
F(z)=\left(\sqrt{1+\frac{z^2}{4}}-\frac z2\right)^2
=1+\frac{z^2}{2}-\frac z2\sqrt{z^2+4}.
\end{equation}

Entering molecules make their first wall contact between $z$ and $z+dz$ with probability $-F'(z)\,dz$. That ring has area $2\pi\,dz$. At equal emission per area the flows from disc to ring and from ring to disc are equal, because they use the same lines:
\begin{equation}
2\pi\,dz\,\Gamma\,e(z)=\pi\Gamma\,[-F'(z)]\,dz ,\qquad e(z)=-\tfrac12F'(z).
\end{equation}
Differentiation gives
\begin{align}
F'(z)&=z-\frac12\sqrt{z^2+4}-\frac{z^2}{2\sqrt{z^2+4}}
=z-\frac{z^2+2}{\sqrt{z^2+4}},\\
e(z)&=\frac12\left[\frac{z^2+2}{\sqrt{z^2+4}}-z\right].
\end{align}
A molecule leaving the wall passes the cross-section at distance $z$ directly with probability $e(z)$. The loss of this probability between $z$ and $z+dz$ is the chance of striking the wall there, so
\begin{align}
K(z)=-e'(z)&=\frac12\left[1-\frac{2z}{\sqrt{z^2+4}}+\frac{z(z^2+2)}{(z^2+4)^{3/2}}\right]\nonumber\\
&=\frac12\left[1-\frac{z(z^2+6)}{(z^2+4)^{3/2}}\right].
\end{align}

Let $P(x)$ be the probability that a molecule leaving the wall at depth $x$ finally leaves through the far end. It either flies out directly or lands elsewhere on the wall and starts again:
\begin{equation}
P(x)=e(l-x)+\int_0^l K(|x-x'|)\,P(x')\,dx'.
\end{equation}
This is Clausing's equation. An entering molecule passes straight through, or first strikes the wall with density $-F'(x)=2e(x)$, so
\begin{equation}
W=F(l)+\int_0^l 2e(x)\,P(x)\,dx .
\end{equation}

\section*{(b) The series rule}

\textbf{Question.} Two tubes of equal diameter, with transmission probabilities $W_1$ and $W_2$, are joined end to end. Assume that every crossing of the joint, in either direction, restores the uniform cosine distribution. Derive the combined transmission. Evaluate it for two tubes with $L/D=1$, for which numerical solution of Clausing's equation gives $W_1=0.51423$.

\textbf{Answer.} A molecule first reaches the joint with probability $W_1$. By the assumption, it then leaves through the far end of tube 2 with probability $W_2$ and returns to the joint with probability $1-W_2$. A returning molecule enters tube 1 from its other end. The tube is mirror symmetric, so the molecule comes back to the joint with probability $1-W_1$. Summing over the number $n$ of round trips,
\begin{align}
W&=W_1W_2\sum_{n=0}^{\infty}\left[(1-W_1)(1-W_2)\right]^n\nonumber\\
&=\frac{W_1W_2}{1-(1-W_1)(1-W_2)}
=\frac{W_1W_2}{W_1+W_2-W_1W_2}.
\end{align}
The inverse is Oatley's rule,
\begin{equation}
\frac1W=\frac1{W_1}+\frac1{W_2}-1 .
\end{equation}
For the two equal tubes,
\begin{equation}
\frac1W=2(1.9447)-1=2.889,\qquad
W=\frac{W_1}{2-W_1}=\frac{0.51423}{1.48577}=0.3461 .
\end{equation}

The term $-1$ has a physical meaning. A tube of zero length has $W=1$, hence $1/W=1$: this is the resistance of the bare opening. Each $1/W_i$ contains it, but the joined tube has one entrance from the gas, so one unit must be removed. The quantity that adds is $1/W-1$. Setting $W_2=1$ gives $W=W_1$, as it must. Adding $1/W_1$ twice without the correction would give $W_1/2=0.257$.

\section*{(c) Comparison with the joined tube}

\textbf{Question.} Clausing's equation for the whole tube, $l=4$, gives $W=0.35657$. Find the error of the series rule, and of the uncorrected sum, relative to this value.

\textbf{Answer.}
\begin{equation}
\frac{0.34610}{0.35657}-1=-2.9\%,\qquad
\frac{0.2571}{0.35657}-1=-27.9\% .
\end{equation}
Removing the duplicate opening cures most of the discrepancy. The remaining 3 percent comes from the assumption about the joint, since the rest of the derivation in (b) holds within the model. Three-dimensional ray tracing of $400\,000$ molecules through the joined tube gave $0.3562\pm0.0008$ (one standard error). This agrees with Clausing's equation and is well separated from $0.3461$.

\section*{(d) What the joint remembers}

\textbf{Question.} Let $c_k$ be the probability that a molecule crosses the joint at least $k$ times. Express $W$ through the $c_k$. The kernels of (a), applied to one half of the tube at a time, give
\begin{equation}
c_1=0.51423,\quad c_2=0.23803,\quad c_3=0.12137,\quad c_4=0.06191 .
\end{equation}
Where does the series rule lose transmission? Use also these ray-tracing results, in which some properties were drawn afresh from the entrance distribution at every crossing:
\begin{center}
\begin{tabular}{ll}
redrawn at the joint & $W$ (each $\pm0.0008$)\\
nothing & 0.3562\\
direction & 0.3474\\
position & 0.3738\\
both & 0.3468
\end{tabular}
\end{center}

\textbf{Answer.} A molecule that has crossed an odd number of times is in tube 2. It leaves after exactly $k$ crossings with probability $c_k-c_{k+1}$, so
\begin{equation}
W=(c_1-c_2)+(c_3-c_4)+(c_5-c_6)+\cdots .
\end{equation}
Until its first crossing a molecule has met tube 1 alone, so $c_1=W_1$ without approximation. The series rule then sets every ratio $c_{k+1}/c_k$ to $1-W_1=0.4858$. The actual ratios are
\begin{equation}
\frac{c_2}{c_1}=0.4629,\qquad \frac{c_3}{c_2}=0.5099,\qquad \frac{c_4}{c_3}=0.5101 .
\end{equation}
Molecules crossing for the first time turn back less often than the rule assumes; at the next two crossings they turn back more often. The contribution of molecules that cross once is
\begin{equation}
c_1-c_2=0.2762,\qquad\text{against}\qquad W_1^2=0.2644
\end{equation}
in the rule, a gain of $0.0118$. All later terms together contribute $0.35657-0.27620=0.0804$, against $0.34610-0.26443=0.0817$, a loss of $0.0013$. The net difference is $0.0105$, and it arises at the first passage through tube 2.

The ray-tracing runs show which memory matters. Redrawing both properties gives $0.3468\pm0.0008$, consistent with the rule's $0.3461$. Redrawing direction alone gives nearly the same result, so the gain depends on directional memory. Redrawing position alone does not lower $W$ but raises it, by $0.0176$. Directional memory is thus not the whole account. In the joined tube each direction belongs to a particular position, and a fresh position breaks this pairing. With the pairing intact, the gain over the rule is smaller than with direction kept alone.



\section*{(e) Many tubes in series}

\textbf{Question.} Apply the rule repeatedly to $N$ tubes with $L/D=1$. Compare the result for large $N$ with the leading behaviour of a long tube.

\textbf{Answer.} Since $1/W-1$ adds,
\begin{equation}
\frac1W=1+N\left(\frac1{W_1}-1\right)=1+0.9447\,N,
\qquad W\to\frac{1.059}{N}.
\end{equation}

In a long tube the rate of wall impacts per unit area falls linearly from $\Gamma$ to zero, if corrections near the ends are dropped. Per unit length the emission rate is $n(x)=2\pi\Gamma(1-x/l)$. Consider flights across a fixed section. Those starting a distance $a$ before it and those starting $a$ beyond it differ in rate by $n(x-a)-n(x+a)=-2an'$. A flight crosses if its axial length exceeds $a$, so the net flow is
\begin{equation}
-2n'\int_0^\infty a\,da\int_a^\infty K(z)\,dz
=-n'\int_0^\infty z^2K(z)\,dz ,
\end{equation}
where the order of integration was exchanged and $\int_0^z a\,da=z^2/2$ was used. With $K=F''/2$, two integrations by parts give
\begin{equation}
\int_0^\infty z^2K\,dz=\frac12\int_0^\infty z^2F''\,dz=\int_0^\infty F\,dz .
\end{equation}
The boundary terms vanish because $F$ falls as $1/z^2$. Put $z=2\sinh t$, so that $F=e^{-2t}$ and $dz=(e^t+e^{-t})\,dt$:
\begin{equation}
\int_0^\infty F\,dz=\int_0^\infty\left(e^{-t}+e^{-3t}\right)dt=1+\frac13=\frac43 .
\end{equation}
With $-n'=2\pi\Gamma/l$, division of the net flow by the entering flow $\pi\Gamma$ gives
\begin{equation}
W\to\frac{8}{3l}=\frac{4D}{3L}=\frac{1.333}{N}.
\end{equation}
The repeated rule is therefore low by $1-1.059/1.333$, about 21 percent, in this limit. The limit is approached slowly: against Clausing's equation the rule is low by about 12 percent at $N=10$ and 19 percent at $N=100$. Its small error for two tubes does not carry over to a long tube cut into short pieces, because each imagined joint erases memory that a smooth bore preserves.

\section*{(f) A hole in a deposition process}

\textbf{Question.} A membrane has an open cylindrical hole 100 nm wide and 200 nm deep. Trimethylaluminium vapour (molar mass 72.09 g/mol) at 0.1 Torr and 500 K is on one side, with vacuum on the other. The wall is saturated and no longer reacts. Find the flow through the hole from both values of $W$, and judge whether the error of the rule matters.

\textbf{Answer.} The hole has $L/D=2$. A gas of number density $p/(kT)$ and mean speed $\sqrt{8kT/(\pi m)}$ strikes unit area at one quarter of their product:
\begin{equation}
\Gamma=\frac14\,\frac{p}{kT}\sqrt{\frac{8kT}{\pi m}}
=\frac{p}{\sqrt{2\pi mkT}}
=1.850\times10^{19}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
The opening area is $\pi(10^{-5}\ \mathrm{cm})^2/4=7.854\times10^{-11}\ \mathrm{cm^2}$, so $1.453\times10^9$ molecules enter per second. The transmitted flows are
\begin{align}
\text{joined tube:}\quad &1.453\times10^9\times0.35657=5.18\times10^8\ \mathrm{s^{-1}},\\
\text{series rule:}\quad &1.453\times10^9\times0.34610=5.03\times10^8\ \mathrm{s^{-1}} .
\end{align}

To check the neglect of gas collisions, imagine equal gas at both ends. The molecules inside cover a total path $(p/kT)V\bar v$ per unit time, where $V$ is the volume and $\bar v$ the mean speed. Molecules enter at the rate $(p/kT)\bar vA/4$, where $A$ is the area of both openings. The mean path per visit is the quotient,
\begin{equation}
\frac{4V}{A}=\frac{4(\pi D^2L/4)}{2(\pi D^2/4)}=2L=400\ \mathrm{nm},
\end{equation}
and by symmetry it is the same for entry from either end. For a rough molecular diameter $d=0.6$ nm the mean free path $kT/(\sqrt2\,\pi d^2p)$ is about $0.3$ mm. A molecule thus meets about $0.001$ others per visit, and free molecular flow is a good description.

These conditions are roughly those of atomic layer deposition. The estimate applies to an open hole; a blind hole has no steady through-flow once saturated. Real holes also depart from the ideal wall and shape. Each estimate below changes one assumption, holds the rest fixed, and is relative to the flow with $W=0.35657$; the inputs are chosen rough values.
\begin{itemize}
\item Narrowing the bore by one molecular diameter, to allow for molecular size, changes the flow by $-1.6\%$.
\item A reaction probability of 0.01 per wall impact, as before saturation, changes it by $-4.6\%$.
\item Mirror-like reflection in 10 percent of wall impacts changes it by $(+9.6\pm0.2)\%$ (ray tracing, one standard error).
\item A wall taper of $1^\circ$ inward from a 100 nm entrance narrows the mean diameter by 3.5 nm. A cylinder of that mean diameter carries $8.8\%$ less; this stands in for a true conical calculation. The change is due to the narrower bore: with the mean diameter held at 100 nm, the same taper changes the flow by less than 1 percent.
\end{itemize}
For this hole the 3 percent error of the series rule is smaller than the effect of a one-degree taper at fixed entrance diameter or of 10 percent specular reflection. The rule is adequate for a first estimate here. The accurate $W$ is worth using when the other uncertainties in the flow are together below about 3 percent. This requires the diameter to within about 1 percent, since narrowing the bore by only 0.6 percent already changes the flow by $-1.6\%$. The printed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
W of one tube, L/D = 1: 0.51423
direct passage F, L/D = 1: 0.17157; L/D = 2: 0.05573
1/W of one tube: 1.9447; Oatley sum 1/W: 2.8893
W by Oatley's rule: 0.34610
W of joined tube, L/D = 2: 0.35657
Oatley relative error: -2.94 percent
mistaken value W1/2: 0.2571
mistaken value relative error: -27.9 percent
joint crossing probabilities c1..c4: 0.51423 0.23803 0.12137 0.06191
same from ray tracing c1..c4: 0.5135 0.2375 0.1210 0.0614
true ratios c2/c1, c3/c2, c4/c3: 0.4629 0.5099 0.5101
Oatley ratio 1-W1: 0.4858
ray tracing, number of molecules per run: 400000
ray tracing W, nothing redrawn: 0.3562 +- 0.0008
ray tracing W, direction redrawn: 0.3474 +- 0.0008
ray tracing W, position redrawn: 0.3738 +- 0.0008
ray tracing W, both redrawn: 0.3468 +- 0.0008
mean path in radii: 7.986 +- 0.012
mean wall hits: 3.993 +- 0.006
hole diameter: 100 nm; depth: 200 nm
pressure: 0.1 Torr; temperature: 500 K
molar mass: 72.09 g/mol
impingement rate: 1.850e+19 per cm2 per s
molecules entering: 1.453e+09 per s
flow, accurate W: 5.182e+08 per s
flow, Oatley W: 5.030e+08 per s
rough molecular diameter: 0.6 nm
gas mean free path: 324 um
Knudsen number: 3237
mean path inside hole: 400 nm
gas collisions per visit: 1.24e-03
finite molecule, flow change: -1.55 percent
reaction probability per wall hit: 0.01
W with reaction: 0.34025
reaction, flow change: -4.58 percent
specular fraction: 0.10
W with specular part: 0.3909 +- 0.0008
specular, flow change: 9.6 percent
wall taper: 1.0 degree; mean narrowing: 3.49 nm
taper estimate, flow change: -8.8 percent
\end{verbatim}
